# Thickness of a Completely Wetting Film Below Bulk Coexistence: Two Derivations, part 2

A film of thickness $l$ and number density $n$ lies on a flat substrate filling $z<0$, under vapour of density $n_v$. The chemical potential $\mu$ lies $\delta\mu=\mu_0-\mu>0$ below its coexistence value $\mu_0$; $k$ is Boltzmann's constant and $T$ the temperature.

Pair attractions $-C/r^6$, summed over the substrate half-space, give each atom or molecule the energy $V(z)=-A/z^3$ relative to its energy above a half-space of film material. Here

$$A=\frac{H_{sf}-H_{ff}}{6\pi n}, \tag{5}$$

with Hamaker constants $H_{sf}$ (substrate–film, proportional to the pair constant $C_{sf}$) and $H_{ff}$ (film–film).

The first derivation minimized the grand potential $\omega(l)$ per unit area of a sharp slab:

$$l_0=\left(\frac{A}{\delta\mu}\right)^{1/3}. \tag{1}$$

The stiffness is $\omega''=3(n-n_v)A/l^4$.

In a crystal with layer spacing $d$, layer $N$ has excess binding

$$g_N\approx\frac{A}{[(N-\frac12)d]^3}, \tag{10}$$

so the layer number is $l_0/d$ rounded to the nearest integer.

A coherent film with misfit $f$, Young modulus $E$ and Poisson ratio $\nu$ has biaxial modulus $M=E/(1-\nu)$ and strain cost per atom $e_s=Mf^2/n$. In dilute vapour,

$$l=\left(\frac{A}{\delta\mu+e_s}\right)^{1/3}. \tag{12}$$

The second derivation used a smooth density profile $\rho(z)$, with primes on $\rho$ meaning $d/dz$. A mean-field functional with gradient coefficient $\kappa$ and uniform-fluid free energy density $f(\rho)$ gave

$$f'(\rho)-\kappa\rho''=\mu-V(z).$$

Let $u(z)=A/z^3-\delta\mu$ be the net field. Integrating across the interface, from $a$ in the liquid to $b$ in the vapour, and dropping terms of second order in the field gave

$$\int_a^b\left(\frac{A}{z^3}-\delta\mu\right)(-\rho')\,dz=0. \tag{15}$$

With $\langle\dots\rangle$ the average over the interface weighted by $-\rho'$, this reads

$$\left\langle\frac{A}{z^3}\right\rangle=\delta\mu. \tag{16}$$

It remains to find how the interface width changes $l$, and to test and apply the law.

### What the width adds

Let $l=\langle z\rangle$ be the mean position of the interface, let $\zeta=z-l$, and let $\sigma^2=\langle\zeta^2\rangle$. Expanding the inverse cube gives

$$\frac1{(l+\zeta)^3}=\frac1{l^3}\left(1-\frac{3\zeta}{l}+\frac{6\zeta^2}{l^2}-\dots\right).$$

The linear term averages to zero, so (16) becomes $l^3=l_0^3(1+6\sigma^2/l^2)$. Taking the cube root for $\sigma\ll l$ gives

$$l\approx l_0+\frac{2\sigma^2}{l_0}. \tag{17}$$

A diffuse surface lies slightly farther out than a sharp one, because the inverse cube gains more on the near side of the interface than it loses on the far side. The second-order terms dropped before (15) do not spoil this correction for thick films. Across the interface $u$ is of order $\delta\mu$ times the interface width over $l$. Its square therefore carries an extra factor $\delta\mu$ compared with the width term, and this factor vanishes at coexistence.

### A lattice gas that is not told the law

A mean-field lattice gas provides an independent case. Layer $i$ has mean occupation $\rho_i$, each site has four neighbours in its layer and one in each adjacent layer, and each occupied neighbour contributes a bond energy $\epsilon$. The occupations obey

$$kT\ln\frac{\rho_i}{1-\rho_i}=\mu+\frac{A}{(i-\frac12)^3}+\epsilon\left(4\rho_i+\rho_{i+1}+\rho_{i-1}\right). \tag{18}$$

For a slowly varying profile the last bracket is $6\rho+\rho''$, with lengths in layers, so (18) has the form used above with $\kappa=\epsilon$. Replacing every $\rho$ by $1-\rho$ in the uniform equation leaves it unchanged if $\mu=-3\epsilon$, which is therefore the coexistence value $\mu_0$.

The substrate layer below layer 1 is filled, $\rho_0=1$, and bulk vapour lies above the top layer. The equations were solved for $kT=1.44\,\epsilon$ and $A=20\,\epsilon$ (layer)$^3$. The coexisting densities are then 0.670 and 0.330, so the vapour is far from dilute. The thickness is defined as the total excess density over the vapour, divided by $0.670-0.330$. The derivative of thickness with respect to $\ln\delta\mu$ gives the exponent without any influence of a constant offset:

- for $l_0$ between 25 and 49 layers the exponent is $-0.3440$;
- for $l_0$ between 45 and 90 layers it is $-0.3360$; the last digit is not firm, and the value moves to $-0.3353$ when the derivative is taken analytically on a coarser grid of $\delta\mu$.

The law requires $-0.3333$. In the thicker range the slope of the thickness against $l_0$ is 0.9965, where the law requires 1. This confirms the prefactor, including the cancellation of the density difference.

The deviation has the sign that (17) predicts. From (17), $-dl/d\ln\delta\mu=(l_0/3)(1-2\sigma^2/l_0^2)$. The last factor rises towards 1 as the film thickens, which makes the apparent exponent more negative than $-1/3$ by an amount that fades with thickness. For $l_0$ between 25 and 49 layers, the width term in (17) accounts for about two thirds of the deviation. The rest arises because the extra liquid included in this definition of thickness changes slightly with $\delta\mu$.

The thickness itself exceeds $l_0$ by 5.32 layers at $l_0=95$, or by 6 %. Nearly all of this comes from the definition of thickness, which counts extra liquid near the wall; the surface itself lies only about 0.14 layers beyond $l_0$, as (17) predicts. Near the wall the attraction fills layers beyond the bulk liquid density, and a completely filled layer counts as $(1-0.330)/0.340\approx2$ layers. Equation (1) therefore predicts how the film grows, while a measured total coverage may carry a constant offset.

### From chemical potential to pressure

At fixed temperature $d\mu=v\,dp$, where $v$ is the volume per vapour molecule. For an ideal vapour $v=kT/p$, and integrating from $p$ to the saturation pressure $p_0$ gives

$$\delta\mu=kT\ln\frac{p_0}{p}. \tag{19}$$

Close to saturation the logarithm is approximately $(p_0-p)/p_0$, and the thickness grows as the inverse cube root of the missing pressure.

### Liquid nitrogen on silica

The example is a liquid nitrogen film on a flat silica wall at 77 K. Its material inputs are rough typical values. The mass density of 810 kg/m³ corresponds to $n=17.42$ nm⁻³. The Hamaker constants are 0.40 eV for silica and 0.09 eV for nitrogen. If $C_{sf}$ is the geometric mean of the silica and nitrogen pair constants, the same holds for the Hamaker constants, and

$$H_{sf}=\sqrt{0.40\times0.09}\ \text{eV}=0.1897\ \text{eV},$$

$$A=\frac{0.1897-0.09}{6\pi\times17.42}\ \text{eV nm}^3=3.04\times10^{-4}\ \text{eV nm}^3 .$$

At $p/p_0=0.999$, with $kT=6.635$ meV, equation (19) gives $\delta\mu=6.64\times10^{-6}$ eV. Then

$$l_0=\left(\frac{3.04\times10^{-4}}{6.64\times10^{-6}}\right)^{1/3}\text{nm}=3.58\ \text{nm}.$$

Numerical minimization of the slab grand potential gives the same value. With a saturation pressure of 730 Torr, this film is only 0.73 Torr below saturation. The last column of the table includes the retardation estimate explained below it.

| $p/p_0$ | $\delta\mu$ (eV) | $l_0$ (nm) | retarded (nm) |
|---|---|---|---|
| 0.99 | $6.67\times10^{-5}$ | 1.66 | 1.61 |
| 0.999 | $6.64\times10^{-6}$ | 3.58 | 3.36 |
| 0.9999 | $6.64\times10^{-7}$ | 7.71 | 6.84 |

Retardation weakens the attraction at large distance because the electromagnetic field needs time to travel. In the far limit the pair law is $r^{-7}$. Summed over a half-space as before, it gives a potential proportional to $z^{-4}$, and the thickness then varies as $\delta\mu^{-1/4}$. This is the zero-temperature limit. At 77 K the Lifshitz power is about $-3.8$ between 0.1 and 1 µm and returns to $-3$, with a much smaller constant, near 100 µm, where the unretarded zero-frequency term dominates. The table uses the rough interpolation $A/[z^3(1+z/z_r)]$, with $z_r=\lambda/2\pi$ and $\lambda=100$ nm. It overstates the effect for these films: Lifshitz theory with typical dielectric functions of silica and liquid nitrogen gives a reduction of only about 2 % at $p/p_0=0.999$ and 6 % at 0.9999. The last column is therefore better read as a cautious lower estimate of the model thickness. The cube-root law thus has an upper limit of thickness as well as a lower one.

### The real wall beside the model

At $p/p_0=0.999$ the neglected effects, each taken alone, change $l_0=3.58$ nm as follows.

- Retardation: $-6.2$ % by the rough interpolation, which overstates it; Lifshitz theory gives about $-2$ %.
- A wall 1 mK warmer than the reservoir that fixes $p$: $-3.5$ %. With latent heat $L=0.058$ eV per molecule, $d\ln p_0/dT=L/(kT^2)$, so $\delta\mu$ rises by $L\,\Delta T/T=7.5\times10^{-7}$ eV, which is 11 % of its value.
- Non-ideal vapour, with a second virial coefficient of $-0.5$ nm³: $+1.6$ %.
- Capillary waves: $+1.8$ %.
- A position 1 cm higher on the wall: $-0.14$ %, because the whole undersaturation equals the gravitational energy of a molecule raised by 2.33 m.

The capillary-wave entry averages the attraction over the displacements of the surface, as in (16), and (17) gives the same figure. A surface wave of wavenumber $q$ has stiffness $\gamma q^2+\omega''$ per unit area, with surface tension $\gamma=0.009$ N/m. Equipartition and a sum over waves up to $q_m=2\pi/d$, where $d=n^{-1/3}=0.386$ nm, give

$$\sigma^2=\int_0^{q_m}\frac{q\,dq}{2\pi}\,\frac{kT}{\gamma q^2+\omega''}=\frac{kT}{4\pi\gamma}\ln\left(1+\frac{\gamma q_m^2}{\omega''}\right).$$

The result is $\sigma=0.335$ nm, and $2\sigma^2/l_0^2$ is then about 1.8 %. The cutoff is a choice: $q_m=\pi/d$ gives 1.6 % and $q_m=1/d$ gives 1.2 %.

The rough input $A$ adds its own uncertainty: doubling it would thicken the film by 26 %. The position of the plane $z=0$ is uncertain on the molecular scale, and half a molecular spacing is 5.4 % of the thickness. Real silica is also often rough or porous, and liquid can then collect in gaps by capillary condensation. This breaks the assumption of a flat wall, and its effect is not sized here. For comparison, the customary empirical Halsey formula for nitrogen films, $0.354\ \text{nm}\times[5/\ln(p_0/p)]^{1/3}$, has the same cube-root form but gives 6.05 nm when extrapolated to this pressure, about 1.7 times the model value. The model is thus a guide to the trend on a smooth wall. The gap between the two formulas shows that the absolute thickness is uncertain, but it sets no error bound, because neither value is a measurement at this pressure. The temperature difference between wall and reservoir must be held well below 1 mK if the trend is to be followed closer to saturation.

For comparison, consider a model crystal with the same $A$ and $n$, a Young modulus of 1.4 GPa and a Poisson ratio of 0.3. It does not represent solid nitrogen at this temperature. Its biaxial modulus is $1.4/0.7=2.0$ GPa, and a misfit of 0.01 costs $e_s=7.2\times10^{-5}$ eV per molecule, about eleven times $\delta\mu$ at $p/p_0=0.999$. The uniform film is 1.57 nm thick there and reaches only 1.62 nm, about four layers, at coexistence. By (12) any misfit, however small, removes the divergence as long as the film stays coherent; its size sets the limiting thickness.

### What each derivation assumes

Both derivations require a flat film much thicker than its interface, an unretarded excess attraction that acts on film and vapour molecules alike, and short-range forces that have died out at the film surface. Both work to leading order in $\delta\mu$.

The slab derivation assumes a sharp surface and a uniform film. In return it needs no model of the fluid beyond its bulk densities, it carries over to crystal layers and to strain, and it supplies the grand potential itself. It can therefore show that the film is stable and state what complete wetting demands of competing thin films. It gives no information about the width of the surface.

The force-balance derivation allows a diffuse surface and yields the correction $2\sigma^2/l_0$. It relies on a mean-field functional with a gradient term, in which the surface can slide freely apart from the field $V$. A crystal surface locked to its layers violates that assumption. The derivation also finds stationary profiles only, so it cannot by itself tell a stable film from a metastable one.

The two agree on the leading law because each compares the same two quantities at the film surface: the cost $\delta\mu$ of condensing a molecule below coexistence, and the gain $A/l^3$ from having substrate instead of film material at a distance $l$ below it. The main computed values are listed in the numerical output that follows.

## Computed values

```
INPUTS (rough), liquid nitrogen on silica
temperature: 77 K, kT = 6.635 meV
saturation pressure: 730 Torr
liquid mass density: 810 kg/m^3
Hamaker constant, silica: 0.40 eV
Hamaker constant, nitrogen: 0.09 eV
latent heat per molecule: 0.058 eV
surface tension: 0.009 N/m
second virial coefficient: -0.5 nm^3
retardation wavelength: 100 nm
FILM
molecular density n: 17.42 nm^-3
molecular spacing n^(-1/3): 0.386 nm
cross Hamaker constant: 0.1897 eV
excess Hamaker constant: 0.0997 eV
A: 3.037e-04 eV nm^3; A/kT: 0.0458 nm^3
p/p0 = 0.99: p = 722.700 Torr
  dmu = 6.669e-05 eV, l = 1.658 nm
  with retardation l = 1.605 nm
p/p0 = 0.999: p = 729.270 Torr
  dmu = 6.639e-06 eV, l = 3.577 nm
  with retardation l = 3.356 nm
p/p0 = 0.9999: p = 729.927 Torr
  dmu = 6.636e-07 eV, l = 7.707 nm
  with retardation l = 6.841 nm
l by direct minimization, p/p0=0.999: 3.577 nm
NEGLECTED EFFECTS at p/p0 = 0.999, change of l
retardation: -6.2 %
wall warmer by 1 mK: -3.5 %
vapour non-ideality: 1.6 %
capillary waves: 1.8 %
  rms surface width: 0.335 nm
1 cm higher on the wall: -0.14 %
  height equivalent to dmu: 2.33 m
A doubled: 26.0 %
half a molecular spacing / l: 5.4 %
vapour/liquid density: 0.52 %
MODEL CRYSTAL, same A and n
Young modulus 1.4 GPa, Poisson 0.3
biaxial modulus 2.0 GPa, misfit 0.01
strain energy per molecule: 7.165e-05 eV
thickness at coexistence: 1.618 nm
thickness at p/p0 = 0.999: 1.571 nm
LATTICE TESTS (lengths in layers)
layer-10 binding, sum / cube law: 0.9945
l/d -> layers: 3.2 -> 3, 5.8 -> 6, 9.3 -> 9, 14.7 -> 15
gas: kT/bond 1.44, A/bond 20 layer^3
gas densities: liquid 0.670, vapour 0.330
gas exponent, 25 to 49 layers: -0.3440
gas exponent, 45 to 90 layers: -0.3360
gas slope dl/d[(A/dmu)^(1/3)], 45 to 90: 0.9965
gas offset l-(A/dmu)^(1/3) at 95: 5.32
retarded thickness exponent: -0.2501
```
